Path length of an ion under constant plus square-root stopping

**The result**

An ion of initial energy E0 slows down in a solid. Let s be the distance travelled along its track and let the energy loss per unit distance be

S(E) = −dE/ds = A + k√E, with A > 0 and k > 0.

The distance travelled until the ion is at rest is then

R = (2/k) [√E0 − (A/k) ln(1 + k√E0/A)].  (1)

The constant A stands for nuclear stopping, the energy given to target atoms as a whole. The term k√E stands for electronic stopping, a drag proportional to the ion's speed. The algebra is in atomic units: energy in hartree, length in bohr, mass in electron masses. Since k√E0/A is a pure number and both terms of (1) are lengths, (1) holds in any consistent units, and the numbers below are in eV and nm.

R is measured along the track, bends included. It is larger than the mean depth at which ions come to rest, and the difference is worked out further on.

**First derivation: integrating over energy**

In the model the energy falls steadily and without fluctuation. From dE/ds = −S(E), a loss of dE takes the distance dE/S(E), and the distances add up to

R = ∫₀^E0 dE/(A + k√E).

At E = 0 the integrand is 1/A, which is finite, so the ion stops within a finite distance. To remove the root, set u = √E. Then E = u², dE = 2u du, and the limits become 0 and u0 = √E0:

R = ∫₀^u0 2u du/(A + ku).

The numerator is rewritten so that the denominator can be divided out. Since ku = (A + ku) − A,

u/(A + ku) = (1/k) [1 − A/(A + ku)].

The first term integrates to u0. For the second, the derivative of ln(A + ku) is k/(A + ku), so

∫₀^u0 A du/(A + ku) = (A/k) [ln(A + ku0) − ln A] = (A/k) ln(1 + ku0/A).

Together these give

R = (2/k) [u0 − (A/k) ln(1 + ku0/A)],

which is (1). Differentiation confirms it. The bracket has the derivative 1 − A/(A + ku0) = ku0/(A + ku0) with respect to u0, and du0/dE0 = 1/(2u0). Hence

dR/dE0 = (2/k) · ku0/(A + ku0) · 1/(2u0) = 1/(A + k√E0) = 1/S(E0),

and R = 0 at E0 = 0, as required.

**One parameter and two limits**

Define x = k√E0/A, the ratio of electronic to nuclear stopping at the start. With √E0 = Ax/k, (1) becomes

R = (2A/k²) [x − ln(1 + x)].

For small x, ln(1 + x) = x − x²/2 + x³/3 − x⁴/4 + …, so the terms linear in x cancel:

R = (2A/k²) [x²/2 − x³/3 + x⁴/4 − …].

Inserting x² = k²E0/A² and its powers gives

R = E0/A − 2kE0^(3/2)/(3A²) + k²E0²/(2A³) − ….

The first term is the path under nuclear stopping alone, and the second is the first shortening by electronic drag.

For large x, ln(1 + x) approaches ln x, and

R ≈ 2√E0/k − (2A/k²) ln x.

The leading term is the path under electronic drag alone. The path thus grows in proportion to E0 when nuclear stopping dominates and as √E0 when electronic stopping does.

**Second derivation: the momentum balance**

Now let the ion have mass M and speed v, with E = Mv²/2. Along the track

dE/ds = Mv dv/ds = M dv/dt,

because v = ds/dt. The stopping power is therefore the retarding force along the track. Write the electronic drag as κv. Since v = √(2E/M),

κv = κ√(2/M) √E, so k = κ√(2/M) and κ = k√(M/2).

The equation of motion is

M dv/dt = −A − κv.  (2)

The time to rest, t*, follows by separating variables, with v falling from v0 to 0:

t* = ∫₀^v0 M dv/(A + κv) = (M/κ) ln(1 + κv0/A).  (3)

Next, integrate (2) itself from t = 0 to t*. The left side gives −Mv0. On the right, the constant force gives −At*, and the drag gives −κ∫v dt = −κR, because the time integral of the speed is the path length. Hence

Mv0 = At* + κR, or R = (Mv0 − At*)/κ.  (4)

The initial momentum is used up partly by a constant force, in proportion to the time, and partly by a linear drag, in proportion to the distance. Inserting (3) in (4),

R = Mv0/κ − (AM/κ²) ln(1 + κv0/A).

It remains to return to energies. With v0 = √(2E0/M) and κ = k√(M/2),

Mv0/κ = √(2ME0)/(k√(M/2)) = 2√E0/k,

AM/κ² = AM/(k²M/2) = 2A/k²,

κv0/A = k√(M/2) √(2E0/M)/A = k√E0/A.

The result is (1) again, and the mass has dropped out. The logarithm in (1) now has a meaning: it is the stopping time in units of M/κ.

**What each derivation assumes**

Both take the energy loss as continuous and the same for every ion, and both use the given S(E) down to zero energy. Neither needs a straight track. Forces across the direction of motion change the direction but do no work, and (2) concerns the speed alone.

The first derivation needs S as a function of energy and nothing else. Mass and time do not enter, and the opening integral holds for any S(E) for which it converges. The special form of S matters only for doing the integral in closed form.

The second needs more: the non-relativistic relation E = Mv²/2 and a drag linear in v. Linearity is what turns the time integral of the drag into κR; a drag proportional to v² would not give (4). In return it yields the stopping time. It also shows what happens as A tends to zero at fixed k. The time (3) then grows without limit, while the path tends to the finite value 2√E0/k. An ion under linear drag alone never quite stops, yet covers a finite distance.

**Where a constant nuclear stopping comes from**

Let the ion, of mass M1 = M, and a target atom of mass M2, initially at rest, repel each other with the inverse-square potential V = c/r². In the centre-of-mass frame the relative motion has energy Ec = E M2/(M1 + M2), reduced mass m and impact parameter b. The angular momentum L obeys L² = 2mEc b², so the energy equation is

Ec = (m/2)(dr/dt)² + Ec (b² + c/Ec)/r².

This is the radial equation of a free particle with impact parameter B = √(b² + c/Ec). A free particle turns through the angle π as seen from the centre. At each r the real angular velocity L/(mr²) is smaller than the free one by the factor b/B, so the real particle turns through πb/B. The deflection is the difference:

θ = π [1 − b/√(b² + c/Ec)].

The target atom moves in the centre-of-mass frame with speed M1v/(M1 + M2), and the collision turns its velocity by θ. The change of its velocity is 2 sin(θ/2) times that speed. Since the atom was at rest in the laboratory, this change is its recoil velocity, and its energy is

T = γE sin²(θ/2), with γ = 4M1M2/(M1 + M2)².

Let β = b/√(c/Ec). Then θ depends on β alone, and so does t = T/E. With n atoms per unit volume, the number of collisions per unit path in the interval d(β²) is

nπ d(b²) = nπ(c/Ec) d(β²) = (G/E) d(β²), with G = nπc(M1 + M2)/M2.

The mean loss per unit path is (G/E)∫T d(β²) = G∫t d(β²). It does not depend on E:

A = G∫t d(β²).

The integral converges, because θ ≈ π/(2β²) at large β and t then falls as 1/β⁴. The collision rate falls as 1/E while the energy transfer grows as E. For screened atoms the potential does not follow c/r² at all distances, and a constant A is an approximation over a range of energies.

**Phosphorus at 100 keV in silicon**

Take round, rough values for phosphorus in amorphous silicon: A = 400 eV/nm, k = 0.90 eV^(1/2)/nm and E0 = 100000 eV. Then √E0 = 316.23 eV^(1/2), A/k = 444.44 eV^(1/2), and

x = 0.90 × 316.23/400 = 0.7115, ln(1 + x) = 0.5374.

The path length is

R = (2/0.90) × (316.23 − 444.44 × 0.5374) = 172.0 nm, or 1720 angstrom.

Numerical integration of (2) also gives 172.0 nm, with a stopping time of 479 fs. Nuclear stopping alone would give 250.0 nm and electronic drag alone 702.7 nm. R lies below both, since the two losses add.

The nuclear loss over the whole track is ∫A ds = AR, here 68.8 % of E0. The remaining 31.2 % goes from the ion directly to electrons. This is not the final division of the energy, because the recoiling target atoms in turn pass part of theirs to electrons. Dividing AR by E0 gives

AR/E0 = (1/E0) ∫₀^E0 A dE/(A + k√E),

the average of a decreasing function of energy over the range from 0 to E0. The nuclear share must therefore fall as E0 rises. With A and k held fixed:

E0 = 10000 eV: R = 21.8 nm, nuclear share 87.1 %
E0 = 30000 eV: R = 59.9 nm, nuclear share 79.8 %
E0 = 100000 eV: R = 172.0 nm, nuclear share 68.8 %
E0 = 200000 eV: R = 306.1 nm, nuclear share 61.2 %

The response to a small change of energy is d ln R/d ln E0 = E0/[S(E0)R]. At 100 keV, S = 400 + 284.6 = 684.6 eV/nm, which gives 0.85. One per cent more energy lengthens the path by about 0.85 %, between the limits of 1 and 1/2 found above.

The small-x series can be judged on the same numbers. At 10 keV, x = 0.225, and three terms give 25.0 − 3.75 + 0.63 = 21.9 nm, close to 21.8 nm. At 100 keV they give 250.0 − 118.6 + 63.3 = 194.7 nm, which is 13 % above R, so the full formula is needed there.

**Energy lost in random portions**

Real nuclear loss comes in separate collisions, so the path varies from ion to ion. Let P(E) be its mean for inverse-square scattering. In a short step ds the ion advances by ds, loses k√E ds to electrons, and may collide. Its mean path before the step equals ds plus the mean path remaining after it:

P(E) = ds + P(E) − k√E P′(E) ds − ds (G/E)∫[P(E) − P(E − T)] d(β²).

Cancelling P(E) and dividing by ds,

1 = k√E P′(E) + (G/E)∫[P(E) − P(E − T)] d(β²).  (5)

For k = 0, try P = aE. The integral gives aG∫t d(β²) = aA, so a = 1/A. The mean path is then exactly E/A, the continuous-loss value.

For k > 0 this agreement is lost. Expand P(E) − P(E − T) ≈ TP′ − T²P″/2 and define w₂ = ∫t² d(β²). Then (5) becomes

1 = S P′ − (1/2) G w₂ E P″.

Write P = R + δ, with R′ = 1/S, and keep only R″ in the small last term. This leaves Sδ′ = (1/2) G w₂ E R″. Since R″ = −S′/S² = −k/(2√E S²),

δ′ = −G w₂ k√E/(4S³).

The mean path is shorter than R. The reason is the curvature of R(E): it bends downward, so a spread of energies about a given mean leaves a smaller mean remaining path than the mean energy itself would.

Integrated from 0 to E0, the shift is −2.9 nm. This is an estimate, because T can be as large as γE and the expansion was cut at second order. A simulation of 20000 tracks, followed down to 25 eV, gives a mean path of 168.5 ± 0.4 nm (standard error), which is 3.5 nm below R. Solving (5) numerically without the expansion gives 168.3 nm, a shift of −3.7 nm, within the statistical error of the simulation. The omitted higher orders thus add about 0.8 nm to the second-order estimate. Formula (1) thus overestimates the mean path by about 2 % here. Single ions scatter far more widely, with a standard deviation of 57.5 nm.

**From path length to depth**

Momentum conservation fixes the ion's deflection φ in the laboratory. The recoil momentum is the difference between the ion's momenta before and after the collision, so

2M2T = 2M1E + 2M1(E − T) − 4M1√(E(E − T)) cosφ.

Dividing by 2M1E and solving for cosφ,

cosφ = [2 − (1 + M2/M1)t]/[2√(1 − t)].

Let D(E) be the mean depth reached along the initial direction. After a deflection φ with random azimuth, the mean further progress along the old direction is cosφ D(E − T). For k = 0 the argument that led to (5) gives

1 = (G/E)∫[D(E) − cosφ D(E − T)] d(β²),

and D proportional to E solves it:

D = E/{G∫[1 − (1 − t) cosφ] d(β²)}.

With masses of 31 u and 28 u this is 189.8 nm at 100 keV, against a path of 250.0 nm. The simulation gives 190.7 ± 0.7 nm. It leaves out the deflection in the softest collisions, which makes its mean depth too large by about 1 nm here.

With k restored, the simulated mean depth is 136.5 ± 0.4 nm, or 81 % of the mean path, compared with 76 % for k = 0. The omitted soft deflections raise this value by about 0.6 nm; with them included and no sampling error, the mean depth of the model is 135.5 nm, or 80.5 % of the mean path. Two effects compete. Drag carries the ion through each energy interval in a shorter distance, so collisions have turned it less by the time it reaches a given energy. Drag also leaves a larger part of the track at low energy, where the direction is already partly lost. In this case the first effect wins.

The depths have a standard deviation of 55.2 nm. This spread belongs to inverse-square scattering; a screened potential with the same k gives a spread about 10 % narrower, while the mean depth changes by only a few nm. The fraction of ions ending behind the entrance plane rounds to 0.0 %. Since M2 < M1, the numerator of cosφ stays positive even at the largest transfer t = γ, so no single collision turns the ion by 90° or more. The simulated medium has no surface, however, and an ion that crosses the entrance plane and comes back is counted as implanted.

**The model beside a real implant**

The chosen k is close to the 0.878 eV^(1/2)/nm of the Lindhard-Scharff formula. The universal nuclear stopping of Ziegler, Biersack and Littmark (ZBL) gives 266, 436 and 328 eV/nm at 1, 10 and 100 keV, so a constant 400 eV/nm is too high at both ends and too low in the middle. Using that curve with the same k changes the path to 178.0 nm, 3.5 % above R. These errors partly cancel, and a constant fitted at one energy need not serve at another. A larger error comes from reading R as a depth: R exceeds the simulated mean depth by 26 %. Real implants of this kind reach depths of roughly 0.1 μm, the same size as the simulated depth.

In crystalline silicon, an ion steered along an open channel avoids most close collisions. If its nuclear loss vanished and k stayed the same, its path would be 702.7 nm, about four times R. This is the model's limit without nuclear loss, not a prediction of the channelling tail, because electronic stopping in a channel can differ from the value used here. Annealing then moves the dopant by diffusion, which the calculation leaves out. At much higher speeds electronic stopping no longer grows as √E, and (1) ceases to apply.

Table of computed values

```
INPUTS (rough, phosphorus in amorphous silicon)
initial energy E0 = 100000 eV
nuclear stopping A = 400 eV/nm
electronic coefficient k = 0.90 eV^(1/2)/nm
ion mass = 31 u, target atom mass = 28 u
target atom density = 50 nm^-3
CONTINUOUS-LOSS RESULT
sqrt(E0) = 316.23 eV^(1/2)
x = k sqrt(E0)/A = 0.7115 (no unit)
ln(1+x) = 0.5374 (no unit)
A/k = 444.44 eV^(1/2)
electronic stopping at E0 = 284.6 eV/nm
path length R = 172.0 nm = 1720 angstrom
R from Newton's equation = 172.0 nm
stopping time = 479 fs
nuclear loss A R = 68794 eV (68.8 %)
electronic loss = 31206 eV (31.2 %)
path with nuclear stopping only E0/A = 250.0 nm
path with electronic drag only = 702.7 nm
PATH LENGTH AGAINST IMPLANT ENERGY
E0 = 10000 eV: R = 21.8 nm, nuclear 87.1 %
E0 = 30000 eV: R = 59.9 nm, nuclear 79.8 %
E0 = 100000 eV: R = 172.0 nm, nuclear 68.8 %
E0 = 200000 eV: R = 306.1 nm, nuclear 61.2 %
PUBLISHED STOPPING MODELS
Lindhard-Scharff k = 0.878 eV^(1/2)/nm
ZBL nuclear stopping at 1000 eV = 266 eV/nm
ZBL nuclear stopping at 10000 eV = 436 eV/nm
ZBL nuclear stopping at 100000 eV = 328 eV/nm
path with ZBL nuclear stopping, same k = 178.0 nm
change from R = +3.5 %
RANDOM TRACKS, INVERSE-SQUARE SCATTERING
number of ions = 20000, cutoff energy = 25 eV
k=0: mean path = 249.8 +/- 0.8 nm, exact 250.0 nm
k=0: mean depth = 190.7 +/- 0.7 nm, exact 189.8 nm
mean path = 168.5 +/- 0.4 nm
mean path minus R = -3.5 nm
second-order estimate of that shift = -2.9 nm
standard deviation of path = 57.5 nm
mean depth = 136.5 +/- 0.4 nm
mean depth / R = 0.793 (no unit)
standard deviation of depth = 55.2 nm
ions ending behind entrance plane = 0.0 %
```
